# Richardson plot of a Schottky barrier that falls linearly with temperature

## Problem

A silicide contact on (100) n-type silicon passes current by thermionic emission. Its barrier $\phi$, the energy from the metal Fermi level to the conduction-band edge at the top of the barrier, falls linearly over the range of measurement:

$$\phi(T)=\phi_0-\alpha T,\qquad \alpha=0.27\ \text{meV/K},\qquad \phi(300\ \text{K})=0.650\ \text{eV}.$$

The saturation current density $J$ is measured from 300 to 375 K, and $\ln(J/T^2)$ is plotted against $1/kT$.

1. Derive the emission law and the Richardson constant $A^*$ for the six conduction valleys, with longitudinal mass $0.98\,m_0$ and transverse mass $0.19\,m_0$.
2. Show that the plot is straight, that its slope returns $\phi_0$, and that its intercept returns a constant about 23 times $A^*$. Check this on the currents at 300 and 375 K.
3. Can the plot itself reveal that the barrier moves? Is $\phi_0$ the barrier at zero kelvin? How should the fitted values be used?
4. Estimate how effects left out of the model would change the two fitted values.

Energies are in eV, and $k=0.086173$ meV/K. In formulas that contain the electron charge $e>0$ or Planck's constant $h$, all quantities are in SI units.

## Solution

### 1. The emission law

Let $x$ point from the semiconductor into the metal. Assume that every electron reaching the barrier top with $p_x>0$ enters the metal and does not return, and that the semiconductor keeps the top supplied with its equilibrium population. Each valley has two spin states per phase-space volume $h^3$, so the current density in one direction is

$$J=\frac{2e}{h^3}\sum_{\text{valleys}}\int_{p_x>0}\frac{p_x}{m_x}\,f\,d^3p .$$

At the top, an electron has energy $\phi+K$ above the Fermi level, where

$$K=\frac{p_x^2}{2m_x}+\frac{p_y^2}{2m_y}+\frac{p_z^2}{2m_z}.$$

This form holds for a (100) surface because the valley axes lie along $x$, $y$ and $z$. The factor $\exp(-\phi/kT)$ is at most $3.4\times10^{-9}$ in our range, so the Fermi function may be replaced by $f=\exp[-(\phi+K)/kT]$. The three integrals then separate:

$$\int_0^\infty\frac{p_x}{m_x}e^{-p_x^2/2m_xkT}dp_x=kT,\qquad
\int_{-\infty}^{\infty}e^{-p_y^2/2m_ykT}dp_y=\sqrt{2\pi m_ykT},$$

and likewise for $p_z$. Their product is $2\pi\sqrt{m_ym_z}\,(kT)^2$. Therefore

$$J=A^*T^2e^{-\phi/kT},\qquad
A^*=\frac{4\pi ek^2}{h^3}\sum_{\text{valleys}}\sqrt{m_ym_z}.$$

For a single isotropic valley of mass $m_0$ the constant is 120.17 A/cm²K². In silicon, two valleys point along $x$ and contribute $0.19\,m_0$ each. The other four contribute $\sqrt{0.98\times0.19}\,m_0=0.4315\,m_0$ each. Hence

$$A^*=120.17\,(2\times0.19+4\times0.4315)=253.1\ \text{A/cm}^2\text{K}^2 .$$

At zero bias an equal current flows back from the metal. A forward bias $V$ raises the Fermi level of the semiconductor by $eV$ and multiplies its emission by $\exp(eV/kT)$, while the return current stays the same if the barrier does. The net current density is $J[\exp(eV/kT)-1]$, which is $J\,eV/kT$ for small $V$. The conductance per unit area near zero bias, multiplied by $kT/e$, therefore gives $J$.

### 2. What the plot returns

Divide the exponent of the emission law into its parts:

$$-\frac{\phi(T)}{kT}=-\frac{\phi_0-\alpha T}{kT}=-\frac{\phi_0}{kT}+\frac{\alpha}{k}.$$

The part of the barrier proportional to $T$ loses its temperature dependence on division by $kT$. Taking the logarithm of $J/T^2$ gives

$$\ln\frac{J}{T^2}=\left(\ln A^*+\frac{\alpha}{k}\right)-\phi_0\,\frac1{kT}.$$

This is a straight line in $1/kT$. Its slope is $-\phi_0$, and its intercept is the logarithm of

$$A_{\rm app}=A^*e^{\alpha/k}.$$

The sign follows from the fall of the barrier: a hotter contact gains current from the lower barrier as well as from the hotter electrons, so the plot is steeper than $\phi(T)$ alone would make it. Of two falling lines through the same measured point, the steeper meets the axis $1/kT=0$ higher up. With the given coefficient,

$$\frac{\alpha}{k}=\frac{0.27}{0.086173}=3.133,\qquad e^{\alpha/k}=22.95 .$$

The factor contains neither $A^*$ nor $\phi_0$. It is sensitive to $\alpha$: an increase of 0.01 meV/K multiplies it by $\exp(0.01/0.086173)=1.12$.

The extrapolated barrier is $\phi_0=0.650+300\times0.00027=0.731$ eV. The following currents were obtained by integrating the flux numerically with the full Fermi function:

| $T$ (K) | $\phi$ (eV) | $J$ (A/cm²) | $\ln(J/T^2)$ | $1/kT$ (1/eV) |
|---|---|---|---|---|
| 300 | 0.6500 | $2.742\times10^{-4}$ | −19.6094 | 38.6817 |
| 375 | 0.6298 | $1.224\times10^{-1}$ | −13.9541 | 30.9454 |

The logarithm is that of the numerical value of $J/T^2$ in A/cm²K². The slope between the two points is

$$\frac{-13.9541-(-19.6094)}{30.9454-38.6817}=\frac{5.6553}{-7.7363}=-0.7310\ \text{eV},$$

and the intercept is

$$-19.6094+0.7310\times38.6817=8.667 .$$

Thus the apparent barrier is 0.731 eV, and the apparent constant is $e^{8.667}\approx5.81\times10^3$ A/cm²K². The latter is 22.95 times the true 253.1 A/cm²K². A fit to six temperatures gives the same pair, as the numerical output shows.

### 3. What the plot can and cannot say

**A moving barrier or a larger constant.** A contact with a fixed barrier $\phi_0$ and a Richardson constant $A^*e^{\alpha/k}$ would give the same $J$ at every temperature in the range. No treatment of these currents alone can separate the two cases. One needs $A^*$ or the temperature coefficient of the barrier from elsewhere.

Let us now allow any smooth $\phi(T)$, keeping $A^*$ constant. Put $\beta=1/kT$ and $y=\ln A^*-\beta\phi$. Since $T=1/k\beta$, we have $dT/d\beta=-kT^2$, and

$$-\frac{dy}{d\beta}=\phi+\beta\frac{d\phi}{dT}\frac{dT}{d\beta}
=\phi-T\phi' .$$

The tangent therefore returns the barrier $\phi-T\phi'$. Its intercept is

$$y+\beta(\phi-T\phi')=\ln A^*-\beta T\phi'=\ln A^*-\frac{\phi'}{k},$$

so the constant it returns is $A^*\exp(-\phi'/k)$. For the linear barrier, $\phi'=-\alpha$ and the previous result follows. The plot is straight when $\phi-T\phi'$ does not vary. The derivative of this quantity is $-T\phi''$, so an exactly straight plot requires $\phi''=0$. That condition allows a linear barrier as well as a constant one: straightness is no evidence that the barrier is fixed.

The same algebra connects a free energy $G=H-TS$ with its enthalpy $H=G-TG'$ and entropy $S=-G'$. Here $\phi$ plays the part of $G$, $\phi_0$ that of $H$, and $\alpha$ that of $S$. The plot returns the enthalpy as its slope and places the entropy in the prefactor.

**Two other cases.** With a constant barrier of 0.650 eV, the plot returns 0.650 eV and the true $A^*$. If the barrier falls at half the rate, 0.135 meV/K, with its value at 300 K held at 0.650 eV, the plot returns 0.6905 eV and $e^{\alpha/2k}=4.79$ times $A^*$. A barrier that rises with temperature makes the apparent constant too small.

**The barrier at zero kelvin.** The intercept $\phi_0$ continues the measured straight line to 0 K, whereas the gap of a real semiconductor flattens on cooling. Suppose that the barrier follows a silicon-like gap shift,

$$\phi(T)=\phi(0)-\frac{aT^2}{T+b},\qquad a=0.473\ \text{meV/K},\quad b=636\ \text{K}.$$

Differentiation gives

$$\phi'=-\frac{aT(T+2b)}{(T+b)^2},$$

which is $-0.270$ meV/K at 335 K, within our range. Keeping $\phi(300\ \text{K})=0.650$ eV gives

$$\phi(0)=0.650+\frac{0.000473\times300^2}{936}=0.6955\ \text{eV}.$$

The Richardson fit from 300 to 375 K nevertheless returns 0.7312 eV and 23.0 times $A^*$. In this model the extrapolated barrier lies about 36 meV above the barrier that the contact would have at 0 K.

**Using the fitted values.** The fitted pair reproduces the currents within the measured range. Combining the fitted barrier with the true $A^*$ does not: at 300 K it gives $1.195\times10^{-5}$ A/cm² instead of $2.742\times10^{-4}$ A/cm², too small by the factor 22.95. When $A^*$ is known, the barrier at each temperature follows by solving the emission law:

$$\phi(T)=kT\ln\frac{A^*T^2}{J(T)} .$$

This gives 0.6500 eV at 300 K and 0.6298 eV at 375 K. An error in $A^*$ enters only through the logarithm. If $A^*$ is taken too large by a factor of two, the barrier found at 300 K is too high by $kT\ln2=18$ meV.

### 4. Effects outside the model

The estimates below take a donor density of $10^{16}$ cm⁻³, relative permittivity 11.7, and mobility 1200 cm²/Vs at 300 K, falling as $T^{-2.4}$. Each effect is added separately to the linear-barrier model, and the fit is repeated over the same six temperatures.

**Image force.** For this estimate, let $\phi$ denote the barrier before the image force lowers it. With ionised donors, the conduction band in the bulk lies $kT\ln(N_c/N_D)$ above the Fermi level, where $N_c$ is its effective density of states. The band bending is $V_b=\phi-kT\ln(N_c/N_D)$, or 0.445 eV at 300 K. Integrating Poisson's equation once, with the electron tail at the edge of the depletion layer included, gives the peak field

$$F=\sqrt{2N_D(V_b-kT)/\varepsilon}.$$

With the energies in joules and the other quantities in SI units, this is 0.036 MV/cm at 300 K. At distance $s$ from the metal, the field and the image charge add

$$U=-eFs-\frac{e^2}{16\pi\varepsilon s}$$

to the electron's energy. Setting $dU/ds=0$ gives $s^2=e/(16\pi\varepsilon F)$. At this point the two terms are equal, so the barrier is lowered by

$$\Delta=2eFs=e\sqrt{\frac{eF}{4\pi\varepsilon}} .$$

The lowering is 21.0 meV at 300 K and 19.8 meV at 375 K. Replacing $\phi$ by $\phi-\Delta$ in the tangent rule changes the apparent barrier by $-\Delta+T\Delta'$. With $\Delta'\approx-0.016$ meV/K this is about $-26$ meV near 335 K, in agreement with the fit in the table below.

**Tunnelling.** Approximate the barrier top by a parabola whose curvature corresponds to a frequency $\omega$, and use the transverse mass, which four of the six valleys have along $x$. With $E$ measured from the top, the transmission is $1/[1+\exp(-2\pi E/\hbar\omega)]$. Its thermal average, relative to classical emission, is

$$\int_{-\infty}^{\infty}\frac{dE}{kT}\,\frac{e^{-E/kT}}{1+e^{-2\pi E/\hbar\omega}}=\frac{u}{\sin u},\qquad u=\frac{\hbar\omega}{2kT}<\pi .$$

With the curvature of the image-force barrier at its top, this formula raises the current by about 6% at 300 K and 3% at 375 K. These figures are rough and probably too high, because the real barrier is not a parabola and two valleys have the heavier mass along $x$.

**Diffusion.** Write the emission law as $J=en_0v_R$, where $n_0=N_ce^{-\phi/kT}$ is the equilibrium density at the top and $v_R=A^*T^2/(eN_c)$. Under bias the density there becomes $n$. Emission carries $ev_R(n-n_0)$, while the depletion layer supplies $ev_D(n_0e^{eV/kT}-n)$, with $v_D\approx\mu F$ for a nearly uniform field near the top. Equating the two currents and eliminating $n$ gives

$$J_{\rm net}=\frac{en_0v_R}{1+v_R/v_D}\left(e^{eV/kT}-1\right).$$

The ratio $v_R/v_D$ rises from 0.116 to 0.250 across the range. The current is thus reduced more at the hot end, which flattens the plot. In this estimate, the long extrapolation to $1/kT=0$ turns a modest loss into a halving of the apparent constant. The digits depend on the shape assumed for the top. With the actual depletion profile in place of a uniform field the fit gives 0.715 eV and 11.3 times $A^*$, and with the top rounded by the image force it gives 0.713 eV and 10.0 times $A^*$. The estimate is rough: near the top the potential energy falls by $kT$ within about 7 nm at 300 K, less than the mean free path of an electron, so drift and diffusion do not strictly describe the supply there. The true loss may be smaller or larger, depending on how the electrons scatter and exchange energy with the lattice.

**Unequal patches.** Suppose that the barrier varies over the contact with a Gaussian spread $\sigma=50$ meV and that the patches conduct independently. Averaging over a deviation $\delta$ gives $\langle e^{-\delta/kT}\rangle=e^{\sigma^2/2(kT)^2}$, equivalent to a barrier $\phi-\sigma^2/2kT$. The tangent rule gives

$$\phi_{\rm app}=\phi_0-\frac{\sigma^2}{kT},\qquad
\frac{A_{\rm app}}{A^*}=\exp\left(\frac{\alpha}{k}-\frac{\sigma^2}{2k^2T^2}\right).$$

At 335 K, $kT=28.9$ meV, so the barrier is reduced by 87 meV and the exponent becomes $3.13-1.50=1.63$. The constant is then only about five times $A^*$. Independent conduction is a safe assumption for patches wide compared with the depletion layer, whose width $\varepsilon F/(eN_D)$ is about 0.23 µm at 300 K. In much narrower patches, the neighbours raise the lowest barriers and weaken the effect.

| Effect added | Barrier (eV) | $A_{\rm app}/A^*$ |
|---|---|---|
| none | 0.731 | 22.9 |
| image force | 0.705 | 19.0 |
| tunnelling | 0.727 | 21.1 |
| diffusion | 0.716 | 11.8 |
| series resistance | 0.731 | 22.8 |
| half transmission | 0.731 | 11.5 |
| patches | 0.644 | 5.1 |
| thermometer lag | 0.7225 | 16.5 |

The series resistance is that of a 5 µm undepleted layer, with $J$ read near zero bias. Half transmission represents electrons returned by phonon scattering or quantum reflection; a fraction independent of temperature changes the intercept but not the slope. In the last row the sample is cooler than its thermometer by an amount rising linearly from zero at 300 K to 1 K at 375 K.

**Comparison with a real contact.** The barrier is a rough typical value for nickel silicide on n-type silicon, and the donor density is ordinary for a rectifying contact. The ideal $A^*$ of 253 A/cm²K² is too high for a real contact: the effective value usually quoted for n-type silicon is roughly 110 A/cm²K². It combines phonon scattering, quantum reflection and tunnelling with the diffusion loss. The half-transmission row is closer to that case in size, although the real fraction need not be independent of temperature. The full $\alpha$ applies if the Fermi level at the interface stays fixed relative to the valence band, so that the n-type barrier takes the whole gap shift. If it stays fixed relative to the conduction band, the barrier does not move and the factor is one. Among the estimates here, barrier non-uniformity moves both fitted values furthest. Its result of 0.644 eV happens to lie close to the mean barrier at 300 K, although the fit does not measure that quantity. A somewhat larger spread, $\sigma=kT\sqrt{2\alpha/k}\approx72$ meV at 335 K, cancels the exponent and brings the apparent constant back to $A^*$. The fitted barrier is then 0.55 eV, and the plot departs from a straight line by only about 2% in $J$. An apparent constant near $A^*$ therefore does not by itself establish a fixed, uniform barrier, since a spread of barriers can offset the effect of their fall with temperature.

## Computed results

```
k = 0.086173 meV/K; alpha = 0.27 meV/K
alpha/k = 3.1332; exp(alpha/k) = 22.948
barrier at 300 K = 0.650 eV; phi0 = 0.7310 eV
masses: long 0.98, transverse 0.19 (free masses)
free-electron Richardson constant = 120.17 A/cm2/K2
true A_star, (100) six valleys = 253.1 A/cm2/K2
T (K) | barrier (eV) | J (A/cm2) | ln(J/T^2) | 1/kT (1/eV)
300 | 0.6500 | 2.7416e-04 | -19.6094 | 38.6817
315 | 0.6460 | 1.1618e-03 | -18.2629 | 36.8397
330 | 0.6419 | 4.3368e-03 | -17.0388 | 35.1652
345 | 0.6379 | 1.4493e-02 | -15.9212 | 33.6363
360 | 0.6338 | 4.3961e-02 | -14.8967 | 32.2348
375 | 0.6298 | 1.2242e-01 | -13.9541 | 30.9454
fitted barrier = 0.7310 eV
fitted constant = 5808 A/cm2/K2
fitted / true constant = 22.948
largest residual in ln(J/T^2) = 2.9e-10
constant barrier: 0.6500 eV, ratio 1.000
half the shift: 0.6905 eV, ratio 4.790
J at 300 K, fitted pair = 2.7416e-04 A/cm2
J at 300 K, phi0 with true A_star = 1.1947e-05 A/cm2
barrier from J and true A_star, 300 K = 0.6500 eV
same at 375 K = 0.6298 eV
gap curve: a = 0.473 meV/K, b = 636 K
gap slope at 335 K = -0.2701 meV/K
curved-gap barrier at 0 K = 0.6955 eV
donors = 1e+16 cm^-3; relative permittivity = 11.7
mobility at 300 K = 1200 cm2/Vs; series layer = 5 um
patch spread = 50 meV
next lines: value at 300 K, value at 375 K
N_c = 2.832e+19, 3.958e+19 cm^-3
band bending = 0.445, 0.362 eV
peak field = 0.0360, 0.0319 MV/cm
image lowering = 21.05, 19.83 meV
tunnelling enhancement = 1.0643, 1.0337
v_R/v_D = 0.116, 0.250
occupation at barrier top = 1.2e-11, 3.4e-09
effect included | fitted barrier (eV) | fitted/true constant
linear barrier only | 0.7310 | 22.95
curved gap | 0.7312 | 23.02
image-force lowering | 0.7051 | 19.02
tunnelling at the top | 0.7272 | 21.10
diffusion in the layer | 0.7165 | 11.80
series resistance | 0.7308 | 22.80
transmission one half | 0.7310 | 11.47
patches, Gaussian spread | 0.6440 | 5.09
sample lags by up to 1 K | 0.7225 | 16.48
```
